\section*{Vanishing dc Spin Hall Conductivity of a Rashba Electron Gas}

Consider electrons of charge $-e$ and effective mass $m$ moving in the $xy$ plane, with wave vector $\mathbf k=-i\nabla$, Pauli matrices $\sigma_i$ and Hamiltonian
\begin{equation}
H=\frac{\hbar^2k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y)+U(\mathbf r)+eEx .
\label{H}
\end{equation}
Here $\alpha\neq0$ is the Rashba coupling, $U$ is the potential of the impurities, which does not act on spin, and $E$ is an electric field along $x$. There is no magnetic field. Two densities per unit area are needed: the spin density $S_y$, the average of $\hbar\sigma_y/2$, and the spin current $J_y^z$, the flow along $y$ of spin polarized along $z$. The latter is the average of the symmetrized product $(\hbar/4)(\sigma_zv_y+v_y\sigma_z)$, and the spin Hall conductivity is $\sigma_{sH}=J_y^z/E$. The claim is that $\sigma_{sH}=0$ whenever a constant field drives a steady state.

The velocity follows from the commutator with position,
\begin{equation}
v_y=\frac{i}{\hbar}[H,y]=\frac{\hbar k_y}{m}+\frac{\alpha}{\hbar}\sigma_x .
\end{equation}
Since $\sigma_z\sigma_x+\sigma_x\sigma_z=0$, the second term drops out of the symmetrized product, and the spin-current operator is $\hbar^2k_y\sigma_z/2m$.

In the equation of motion for $\hbar\sigma_y/2$, the kinetic energy, $U$ and $eEx$ commute with spin, and $k_x\sigma_y$ commutes with $\sigma_y$. One term remains:
\begin{equation}
\frac{i}{\hbar}\Big[H,\frac{\hbar}{2}\sigma_y\Big]=\frac{i}{2}\alpha k_y[\sigma_x,\sigma_y]=\frac{i}{2}\alpha k_y\,(2i\sigma_z)=-\alpha k_y\sigma_z .
\end{equation}
This is the spin-current operator multiplied by $-2m\alpha/\hbar^2$. Averaged over the whole area, with periodic or impenetrable edges through which no spin escapes,
\begin{equation}
\frac{dS_y}{dt}=-\frac{2m\alpha}{\hbar^2}\,J_y^z .
\label{eom}
\end{equation}
In a steady state the left side is zero, hence $J_y^z=0$. The strength and range of the disorder do not enter. Interactions between electrons, or with phonons, that depend on positions alone also commute with the spin and leave (\ref{eom}) unchanged.

The spin density cannot exceed $n\hbar/2$ in magnitude, where $n$ is the electron density, so it changes by at most $n\hbar$. Integrating (\ref{eom}) over a time $T$ bounds the time-averaged spin current:
\begin{equation}
|\overline{J_y^z}|\le\frac{n\hbar^3}{2m|\alpha|T}.
\end{equation}
This holds for any field strength within the model. A lasting spin current would need a spin density that grows without limit.

The same identity gives a nonzero answer for a clean gas in linear response. Write $\mathbf k=k(\cos\varphi,\sin\varphi)$ and $\mathbf n=(\sin\varphi,-\cos\varphi,0)$, so that the Rashba term is $\alpha k\,\mathbf n\cdot\boldsymbol\sigma$, and take $\alpha>0$. The bands $\hbar^2k^2/2m\pm\alpha k$ are filled up to $k_\pm$ at a common Fermi energy, taken to be positive. Subtracting the two conditions gives
\begin{equation}
\frac{\hbar^2}{2m}(k_-^2-k_+^2)=\alpha(k_-+k_+)\quad\Rightarrow\quad k_--k_+=\frac{2m\alpha}{\hbar^2}.
\end{equation}
For $k<k_+$ both bands are filled and their spins cancel. Between $k_+$ and $k_-$ the lower band alone is filled, with spin along $-\mathbf n$ and $y$ component $\tfrac{\hbar}{2}\cos\varphi$. In a weak field the spins follow this direction while $\dot k_x=-eE/\hbar$. With $\partial\cos\varphi/\partial k_x=\sin^2\varphi/k$,
\begin{equation}
\frac{dS_y}{dt}=-\frac{eE}{2}\int_{k_+}^{k_-}\!\!dk\int_0^{2\pi}\!\frac{d\varphi}{4\pi^2}\sin^2\varphi
=-\frac{eE}{8\pi}\,(k_--k_+)=-\frac{2m\alpha}{\hbar^2}\,\frac{eE}{8\pi}.
\end{equation}
Comparison with (\ref{eom}) gives $\sigma_{sH}=e/8\pi$. This value belongs to a spin density that is still growing because nothing limits the acceleration. The dc result and the clean result thus differ in the order of limits.

To connect them, let the field grow as $e^{\Omega t}$, and let $\lambda=\Omega\tau$, where $\tau$ is the scattering time. Assume point impurities of density $n_i$ and strength $u$, low temperature, and a Fermi energy $E_F$ much larger than $\alpha k_F$, $\hbar/\tau$ and $\hbar\Omega$. The density matrix at each $\mathbf k$ is $\rho_{\mathbf k}=f_{\mathbf k}+\mathbf s_{\mathbf k}\cdot\boldsymbol\sigma$, so the spin density is $\hbar\int\mathbf s_{\mathbf k}\,d^2k/4\pi^2$. With $\mathbf b=\alpha k\,\mathbf n$ it obeys
\begin{equation}
\partial_t\rho-\frac{eE}{\hbar}\,\partial_{k_x}\rho=\frac{2}{\hbar}(\mathbf b\times\mathbf s)\cdot\boldsymbol\sigma+C[\rho].
\end{equation}

Second-order perturbation theory in the impurities gives the collision term. Let $\varepsilon=\hbar^2k^2/2m$, let primes mark quantities at $\mathbf k'$, let $H_{\mathbf k}=\varepsilon+\mathbf b\cdot\boldsymbol\sigma$, and let $V_t=e^{-iH_{\mathbf k'}t/\hbar}e^{iH_{\mathbf k}t/\hbar}$. Then
\begin{equation}
C[\rho]=\frac{n_iu^2}{\hbar^2}\int\!\frac{d^2k'}{4\pi^2}\int_0^\infty\!\!dt\,\big(\rho'V_t+V_t^\dagger\rho'-V_t\rho-\rho V_t^\dagger\big).
\end{equation}
For the scalar part the bracket is $(f'-f)(V_t+V_t^\dagger)$. To first order in the splitting, $V_t\simeq e^{i(\varepsilon-\varepsilon')t/\hbar}[1+(it/\hbar)(\mathbf b-\mathbf b')\cdot\boldsymbol\sigma]$. Adding $V_t^\dagger$ extends the time integral to negative $t$, which gives
\begin{equation}
\int_0^\infty\!(V_t+V_t^\dagger)\,dt=2\pi\hbar\,\big[\delta(\varepsilon-\varepsilon')+(\mathbf b-\mathbf b')\cdot\boldsymbol\sigma\,\partial_\varepsilon\delta(\varepsilon-\varepsilon')\big].
\end{equation}
The density of states per spin is $m/2\pi\hbar^2$, so $1/\tau=n_iu^2m/\hbar^3$. The spin part of $C$ is then
\begin{equation}
\frac{\langle\mathbf s'\rangle-\mathbf s}{\tau}+\frac1\tau\int d\varepsilon'\,\big\langle(\mathbf b-\mathbf b')(f'-f)\big\rangle\,\partial_\varepsilon\delta(\varepsilon-\varepsilon'),
\label{coll}
\end{equation}
where $\langle\cdot\rangle$ averages over the direction of $\mathbf k'$ and $\mathbf s'$ is taken at energy $\varepsilon$. In equilibrium $\rho_0=f_0+f_0'\,\mathbf b\cdot\boldsymbol\sigma$, with $f_0'=df_0/d\varepsilon$. The two terms of (\ref{coll}) are then $-\mathbf bf_0'/\tau$ and $+\mathbf bf_0'/\tau$, so this state is stationary, as it must be.

The field changes $f$ by an amount $f_1\propto\cos\varphi$. Its contribution to the second term of (\ref{coll}) disappears on integration over energy at fixed direction. Indeed, $\langle\mathbf b'\rangle=\langle f_1'\rangle=0$ leaves the products $-\mathbf bf_1$ and $-\langle\mathbf b'f_1'\rangle$. The first does not depend on $\varepsilon'$ and the second does not depend on $\varepsilon$, so in each case one integral over the derivative of the delta function gives zero.

Define $\mathbf s(\varphi)=\int\mathbf s_{\mathbf k}\,k\,dk/2\pi$ for the part linear in $E$. The field acting on the equilibrium spins supplies the source
\begin{equation}
\mathbf F=\frac{eE}{\hbar}\int\frac{k\,dk}{2\pi}\Big(\cos\varphi\,\partial_k-\frac{\sin\varphi}{k}\partial_\varphi\Big)(\alpha k\,\mathbf n f_0').
\end{equation}
Integrate the first term by parts and use $\int kf_0'\,dk=-m/\hbar^2$. With $\mathbf r=\partial_\varphi\mathbf n=(\cos\varphi,\sin\varphi,0)$,
\begin{equation}
\mathbf F=F_0(\cos\varphi\,\mathbf n+\sin\varphi\,\mathbf r),\qquad F_0=\frac{m\alpha eE}{2\pi\hbar^3}.
\end{equation}

The precession rate $2\alpha k/\hbar$ may be taken at $k_F$, for the following reason. Only the part of $\mathbf s_{\mathbf k}$ that contains $d^2f_0/d\varepsilon^2$ could be sensitive to the variation of this rate with $k$. That part is the one in $\mathbf b\,\partial_\varepsilon f_1$: its decay and growth balance the corresponding part of the field term, and its angular average in (\ref{coll}) cancels the corresponding part of the term with $-\langle\mathbf b'f_1'\rangle$. Being parallel to $\mathbf n$, it does not precess.

Let $w=1+\lambda$ and $x=2\alpha k_F\tau/\hbar$, the precession angle in one scattering time. With $\bar s$ the angular average of $s_y$, the kinetic equation becomes $w\mathbf s=\bar s\,\hat{\mathbf y}+x\,\mathbf n\times\mathbf s+\tau\mathbf F$. Since $\hat{\mathbf y}=-\cos\varphi\,\mathbf n+\sin\varphi\,\mathbf r$, $\mathbf n\times\mathbf r=\hat{\mathbf z}$ and $\mathbf n\times\hat{\mathbf z}=-\mathbf r$, its components are
\begin{align}
ws_n&=(\tau F_0-\bar s)\cos\varphi,\\
ws_r&=(\tau F_0+\bar s)\sin\varphi-xs_z,\qquad ws_z=xs_r .
\end{align}
The last two equations give
\begin{equation}
s_r=\frac{w(\tau F_0+\bar s)\sin\varphi}{w^2+x^2},\qquad
s_z=\frac{x(\tau F_0+\bar s)\sin\varphi}{w^2+x^2}.
\label{sz}
\end{equation}
Averaging $s_y=-\cos\varphi\,s_n+\sin\varphi\,s_r$ closes the problem:
\begin{equation}
\bar s=\frac12\Big[\frac{\bar s-\tau F_0}{w}+\frac{w(\bar s+\tau F_0)}{w^2+x^2}\Big].
\end{equation}
Multiply by $2w(w^2+x^2)$ and collect terms. The coefficient of $\bar s$ is $2w^3-2w^2+(2w-1)x^2$, so
\begin{equation}
\bar s=-\frac{\tau F_0x^2}{D},\qquad D=2\lambda(1+\lambda)^2+x^2(1+2\lambda).
\end{equation}
With $S_y=\hbar\bar s$ and $dS_y/dt=\Omega S_y$, (\ref{eom}) yields
\begin{equation}
\sigma_{sH}(\Omega)=-\frac{\hbar^3\Omega\bar s}{2m\alpha E}=\frac{e}{8\pi}\,\frac{2\lambda x^2}{2\lambda(1+\lambda)^2+x^2(1+2\lambda)} .
\label{rate}
\end{equation}

For $\lambda\to0$ this vanishes, while the spin density stays finite:
\begin{equation}
S_y=-\frac{m\alpha eE\tau}{2\pi\hbar^2}.
\label{edel}
\end{equation}
Thus the steady state assumed at the start exists in this regime. At that point $\bar s=-\tau F_0$, and (\ref{sz}) shows that $s_z$, integrated over energy, vanishes in every direction. The spin returned by collisions balances the source that would tilt the spins out of the plane. For $\tau\to\infty$ at fixed $\Omega$, (\ref{rate}) becomes $(e/8\pi)\Delta^2/(\Delta^2+\hbar^2\Omega^2)$ with $\Delta=2\alpha k_F$, which returns the clean value for slow growth. An oscillating field $e^{-i\omega t}$ is described by $\Omega=-i\omega$.

A numerical calculation can avoid the expansion in $\alpha k_F/E_F$ and keep the broadening of the levels by scattering. It uses Green functions with a self-consistent Born self-energy and the ladder series for the vertex, at zero temperature and imaginary frequency $i\Omega$, with momentum and energy integrals done by Gaussian quadrature. For $x=3.464$ and $E_F\tau/\hbar=41.4$ it gives $\sigma_{sH}=0.056$, $0.356$, $0.546$ and $0.402$ in units of $e/8\pi$ at $\Omega\tau=0.03$, $0.3$, $1$ and $3$. Formula (\ref{rate}) gives $0.056$, $0.356$, $0.545$ and $0.400$. The calculation omits crossed impurity diagrams, hence weak localization and antilocalization; the identity (\ref{eom}) does not need that omission.

The theorem fails if collisions destroy spin. Let a share $p$ of the scattering rate come from magnetic impurities with randomly oriented moments. Averaging $\sigma_i\sigma_y\sigma_i$ over $i=x,y,z$ gives $-\sigma_y/3$, so scattering returns a fraction $r=(1-p)-p/3=1-4p/3$ of the spin. In the kinetic equation $\bar s$ becomes $r\bar s$. In (\ref{coll}) $\mathbf b'$ becomes $r\mathbf b'$, and the energy integral still vanishes. With $X=x^2/(1+x^2)$, the dc average is
\begin{equation}
\bar s=\tfrac12\big[r\bar s-\tau F_0+(1-X)(r\bar s+\tau F_0)\big]
\;\Rightarrow\;\bar s=-\frac{\tau F_0X/2}{1-r+rX/2}.
\end{equation}
The angular average of the kinetic equation now reads $0=-(2m\alpha/\hbar^2)J_y^z-(1-r)S_y/\tau$, and therefore
\begin{equation}
\sigma_{sH}=\frac{e}{8\pi}\,\frac{(1-r)X}{1-r+rX/2}.
\label{loss}
\end{equation}
For $p=0.05$ and $x=3.464$, $1-r=0.067$ and $X=0.923$, so $\sigma_{sH}=0.12\,e/8\pi$. For $1-r\ll X$, (\ref{loss}) reduces to $2(1-r)\,e/8\pi$, so a small spin loss gives a conductivity proportional to it.

A change of band shape acts differently. If the kinetic energy is a general $\varepsilon(k)$, the steady state still requires the average of $k_y\sigma_z$ to vanish, but the spin current contains $\sigma_z\,\partial\varepsilon/\partial k_y$, which is no longer proportional to it. A linear Dresselhaus term $\beta(k_x\sigma_x-k_y\sigma_y)$, by contrast, keeps the result if $\alpha^2\ne\beta^2$. The steady equations for $S_y$ and $S_x$ become $\alpha J_y^z+\beta J_x^z=0$ and $\beta J_y^z+\alpha J_x^z=0$, whose sole solution is zero.

For numbers, take rough values for an InAs quantum well at low temperature: $m=0.04$ electron masses, $\alpha=10$ meV\,nm, $n=10^{12}$ cm$^{-2}$ and mobility $2\times10^4$ cm$^2$/Vs, in a field of 10 V/cm. Then $\hbar^2/m=1905$ meV\,nm$^2$, $k_F=\sqrt{2\pi n}=0.251$ nm$^{-1}$ and $E_F=60$ meV. If the impurities are treated as points, the mobility gives $\tau=0.455$ ps, or $\hbar/\tau=1.447$ meV. The splitting is $2\alpha k_F=5.01$ meV, so $x=5.01/1.447=3.46$. With $eE=10^{-3}$ meV/nm, (\ref{edel}) gives
\begin{equation}
\frac{S_y}{\hbar}=-\frac{10\times10^{-3}}{2\pi\times1905\times1.447}\ \mathrm{nm^{-2}}=-5.8\times10^{7}\ \mathrm{cm^{-2}},
\end{equation}
a polarization of about $10^{-4}$. After the field is switched on, the transient decays with the roots of $D=0$; the slowest has a decay time of 0.93 ps. At 10 GHz, $|\sigma_{sH}|=0.057\,e/8\pi$. Multiplied by $2e/\hbar$ to express it as a charge conductivity, $e/8\pi$ is $19.4\ \mu$S, so the 10 GHz value is $1.1\ \mu$S and the dc value of the model is zero.

Real wells break the assumption of spin-independent impurities, because the impurity potential also carries spin-orbit coupling, $\ell^2\boldsymbol\sigma\cdot(\mathbf k\times\nabla U)$, with a rough area $\ell^2=1.2$ nm$^2$ for InAs. For the in-plane gradient of $U$, its spin-dependent scattering amplitude is smaller than the ordinary one by $\ell^2k_F^2\sin\theta$ at scattering angle $\theta$. It reverses $\sigma_y$, so the loss is $1-r\simeq2(\ell^2k_F^2)^2\langle\sin^2\theta\rangle=0.075^2=0.006$. Formula (\ref{loss}) would turn this into $0.011\,e/8\pi$, but it assumes an amplitude independent of $k$. Here the amplitude grows as $kk'$, so the energy-derivative terms no longer drop out. The golden-rule torque on the displaced Fermi circles is then twice as large, and this channel gives about $4(\ell^2k_F^2)^2=0.02$ in units of $e/8\pi$. The gradient of $U$ across the well adds in-plane spin terms. For point impurities spread through a 15 nm hard-wall well they add a loss of roughly 0.003, which is not counted here. The driving field acts through the same coupling and adds a velocity of size $eE\ell^2/\hbar$. The bare spin current it carries is $neE\ell^2/2$, or $4\pi n\ell^2=0.15$ in units of $e/8\pi$. This is a scale and not a prediction: the impurity forces, which on average balance the driving force, add a velocity of the same kind, and neither this nor the response of the Rashba spins has been included. The shape of the band also matters in principle. For point impurities and constant $\alpha$, a quartic band term of the size implied by a rough 400 meV gap, but of positive sign to keep the band bounded, changes the dc ladder result to about $-10^{-4}\,e/8\pi$ at fixed $k_F$ and impurity strength. This small value belongs to that model and is not proportional to the quartic term: halving the term changes it by only about a tenth. In a real well the quartic term has the opposite sign, $\alpha$ can depend on $k$, and scattering can favour small angles. The Dresselhaus term cubic in $k$, to which the result for the linear term does not apply, is left out as well. These estimates therefore do not settle which departure from zero is the largest in a real well.
